# Threshold law for exothermic electron attachment to a neutral acid generator

## First derivation: the zero-energy wave and the fragment flux

A plane wave $e^{i\mathbf k\cdot\mathbf r}$ depends on $\mathbf k$ and $\mathbf r$ through their scalar product alone. Expand it in powers of $\mathbf k\cdot\mathbf r=kr\cos\theta$. A part with angular momentum $l$ needs at least $l$ factors of $\cos\theta$, so it begins with $(kr)^l$. If attachment happens within a fixed distance of the molecule, the electron amplitude available there in partial wave $l$ is proportional to $k^l$, and the probability to $k^{2l}$. The number of attachments per unit time follows this probability, provided that the inner process has a finite strength at zero energy. A cross section is that number divided by the incident flux, which is proportional to $k$. Hence $\sigma_l\propto k^{2l-1}$. Since a cross section is an area, the form must be

$$\sigma_l=(\text{number})\times b_l\,k^{2l-1},\qquad b_l\ \text{having dimension length}^{2l+1}.$$

With $E=k^2/2$ this is the law $\sigma_l\propto E^{l-1/2}$. Rotational symmetry and dimensions leave open the number, the meaning of $b_l$ and the conditions under which the inner strength is finite. These need the wave equation.

### The model and its assumptions

Atomic units are used in the algebra, so the electron mass and $\hbar$ equal one. The target is a neutral acid generator at rest. An electron attaches, and the molecule separates into a negative ion and a neutral fragment. This bond breaking is one route by which slow electrons start acid formation in a resist; the chemistry after it is not treated here.

The interaction is taken as central, so $l$ is conserved. Let $u_1(r)$ be the radial electron wave and $u_2(r)$ the radial wave of the separating fragments. A fragment distance multiplied by the square root of the reduced mass has the kinetic operator $-\tfrac12d^2/dr^2$. The model puts both waves on one such scaled coordinate:

$$-\tfrac12u_1''+\Big[\tfrac{l(l+1)}{2r^2}+V_{11}\Big]u_1+V_{12}u_2=E\,u_1,$$

$$-\tfrac12u_2''+\Big[\tfrac{l(l+1)}{2r^2}+V_{22}\Big]u_2+V_{12}u_1=(E+Q)\,u_2 .$$

The potentials are real, finite at the origin and, for now, zero beyond a radius $a$. The energy release $Q$ is positive: this is the meaning of exothermic. The fragment wave number is $q=\sqrt{2(E+Q)}$, and $q_0=\sqrt{2Q}$ is its value at zero electron energy.

### Free waves near and far from the origin

Beyond $a$, with $x=kr$, the electron wave obeys $D_lu=u$, where $D_l=-d^2/dx^2+l(l+1)/x^2$. Let $F_l$ be the solution that vanishes at the origin, normalized as $F_l\to\sin(x-l\pi/2)$ at large $x$, and $G_l$ the solution with $G_l\to\cos(x-l\pi/2)$.

The size of $F_l$ at small $x$ follows by steps in $l$. Put $A=(l+1)/x-d/dx$ and $A^\dagger=(l+1)/x+d/dx$. Multiplying out, with the derivative acting on $1/x$, gives

$$A^\dagger A=-\frac{d^2}{dx^2}+\frac{(l+1)^2-(l+1)}{x^2}=D_l,$$

$$AA^\dagger=-\frac{d^2}{dx^2}+\frac{(l+1)^2+(l+1)}{x^2}=D_{l+1}.$$

Therefore $D_{l+1}(AF_l)=A(D_lF_l)=AF_l$, and $AF_l$ solves the equation for $l+1$. At large $x$ it tends to $-\cos(x-l\pi/2)=\sin(x-(l+1)\pi/2)$, so $F_{l+1}=AF_l$.

At small $x$ write $F_l=n_l\,(x^{l+1}+c\,x^{l+3}+\dots)$. The terms of order $x^{l+1}$ in the wave equation give $[(l+3)(l+2)-l(l+1)]c=-1$, so $c=-1/(4l+6)$. Applying $A$ cancels the first term and turns the second into $n_l[(l+1)-(l+3)]c\,x^{l+2}=n_lx^{l+2}/(2l+3)$. Thus $n_{l+1}=n_l/(2l+3)$. Since $F_0=\sin x$ has $n_0=1$,

$$F_l\to\frac{(kr)^{l+1}}{(2l+1)!!},\qquad (2l+1)!!=1\cdot3\cdots(2l+1).$$

For any two solutions the combination $F'G-FG'$ is constant, because its derivative is $F''G-FG''=0$. With primes now meaning $d/dr$, its large-distance value is $k$. A second solution behaves as $g\,(kr)^{-l}$ near the origin, so $k\,g\,(l+1+l)/(2l+1)!!=k$. Therefore

$$G_l\to(2l-1)!!\,(kr)^{-l},\qquad(-1)!!=1 .$$

The outgoing and incoming waves are $H^\pm=G\pm iF$, which tend to $e^{\pm i(kr-l\pi/2)}$.

### From fragment flux to cross section

With unit incoming regular wave, the solution outside is

$$u_1=F+tH^+,\qquad u_2=C\,H^+(qr).$$

The fragments have an outgoing wave because none are sent in. Since $F=(H^+-H^-)/(2i)$,

$$u_1=\frac i2\big(H^--S\,H^+\big),\qquad S=1+2it .$$

Multiply each radial equation by the conjugate wave and take imaginary parts. The real diagonal terms drop out, and the coupling terms $2V_{12}\,\mathrm{Im}(u_1^*u_2+u_2^*u_1)$ cancel. So $\mathrm{Im}(u_1^*u_1'+u_2^*u_2')$ is constant, and it is zero at the origin.

Outside, $\mathrm{Im}(H^{+*}H^{+\prime})=GF'-FG'=k$, and $H^-$ gives $-k$. The cross terms between $H^+$ and $H^-$ in $u_1^*u_1'$ are complex conjugates of each other, so their sum is real. The balance reads

$$\frac k4(|S|^2-1)+q|C|^2=0\quad\Rightarrow\quad 1-|S|^2=\frac{4q|C|^2}{k}.$$

This is the probability that an incoming electron in wave $l$ is lost.

To turn it into an area, write the plane wave as $\sum_l c_lP_l(\cos\theta)F_l/(kr)$. The lowest power of $r$ with angular shape $P_l$ comes from $(ikr\cos\theta)^l/l!$. The leading coefficient of $P_l$ is $(2l-1)!!/l!$, so $\cos^l\theta$ contains $P_l$ with weight $l!/(2l-1)!!$. Comparison with the small-distance form of $F_l$ gives $i^l/(2l-1)!!=c_l/(2l+1)!!$, hence $c_l=(2l+1)i^l$. The incoming half of $F_l$ has amplitude $1/2$. Its inward current, with $\int P_l^2\,d\Omega=4\pi/(2l+1)$, is

$$k\,\frac{(2l+1)^2}{4k^2}\,\frac{4\pi}{2l+1}=\frac{\pi(2l+1)}{k}.$$

Division by the incident flux $k$ and multiplication by the loss probability give

$$\sigma_l=\frac{\pi(2l+1)}{k^2}\,\frac{4q|C|^2}{k}.$$

### The limit of zero energy

Divide the whole solution by $k^{l+1}/(2l+1)!!$. As $k\to0$ at fixed $r$, the regular wave becomes $r^{l+1}$. In $H^+$ the part $iF$ is smaller than $G$ by a factor of order $(kr)^{2l+1}$, so the outgoing wave becomes a multiple of $r^{-l}$. The limiting problem is

$$u_1=r^{l+1}-\beta_l\,r^{-l},\qquad u_2=C_0H^+(q_0r)\qquad(r\ge a).$$

The constants follow from joining these forms to the two independent inner solutions that vanish at the origin. There are four linear equations, for two values and two slopes, and four unknowns. Their coefficients are continuous at $E=0$: the inner solutions depend smoothly on $E$, and so does $q$, because $Q>0$ keeps it away from its own threshold.

The limit exists if the equations at $E=0$ have no solution without the term $r^{l+1}$. Such a solution would have $u_1\propto r^{-l}$ outside, which carries no flux. Flux balance would then require $q_0|C|^2=0$. It would be a zero-energy state that sends out no fragments although their channel is open. This exceptional case is excluded. Then

$$C\to\frac{k^{l+1}}{(2l+1)!!}\,C_0 .$$

The balance at zero energy fixes the meaning of $\beta_l$. Outside,

$$u_1^*u_1'=(l+1)r^{2l+1}+l\beta_l-(l+1)\beta_l^*-l|\beta_l|^2r^{-2l-1}.$$

Its imaginary part is $(2l+1)\,\mathrm{Im}\,\beta_l$. Therefore

$$b_l\equiv-\mathrm{Im}\,\beta_l=\frac{q_0|C_0|^2}{2l+1}\ge0 .$$

Insert the limit of $C$ into the cross section, then use $q_0|C_0|^2=(2l+1)b_l$ and $(2l+1)!!=(2l+1)(2l-1)!!$:

$$\sigma_l\to\frac{4\pi(2l+1)\,q_0|C_0|^2\,k^{2l-1}}{[(2l+1)!!]^2}
=\frac{4\pi b_l\,k^{2l-1}}{[(2l-1)!!]^2}
=\frac{4\pi b_l\,(2E)^{l-1/2}}{[(2l-1)!!]^2}.$$

The exponent holds when $b_l>0$. If the zero-energy fragment amplitude vanishes, this term is absent and the cross section starts with a higher power of $k$. For $l=0$ the product of speed and cross section tends to the constant $4\pi b_0$: slow electrons attach at a rate independent of their speed, although the cross section diverges.

### Tails of the potential

Every neutral molecule is polarizable, so a potential that ends at $a$ needs justification. Let the electron channel have a tail $-\alpha/(2r^4)$. At zero energy the growing wave has the form $r^{l+1}(1+c/r^2+\dots)$. In the wave equation the terms of order $r^{l-3}$ give $[(l-1)(l-2)-l(l+1)]c=-\alpha$, so $c=\alpha/(4l-2)$, which is finite for every integer $l$. The growing wave still tends to $r^{l+1}$.

Choose a radius $r_0$ with $\sqrt\alpha\ll r_0\ll1/k$. To first order, the tail beyond $r_0$ changes the coefficient of $F$ by a relative amount of order $(\alpha/k)\int_{r_0}^\infty F|G|\,r^{-4}dr$. Where $kr\ll1$, $FG/k=r/(2l+1)$, so this is of order $\alpha/r_0^2$. The admixture of $G$ is $(\alpha/k)\int_{r_0}^\infty F^2r^{-4}dr$, of order $\alpha k/r_0$ for $l=0$ and $\alpha k^2$ for $l\ge1$. All these vanish when $k\to0$ and $r_0$ grows more slowly than $1/k$. The exponent and the flux form $b_l=q_0|C_0|^2/(2l+1)$ therefore survive, with $C_0$ defined by $u_1\to r^{l+1}$.

An inverse-square tail is different, since it has the same shape as the centrifugal term. If the sum of the two is $\lambda(\lambda+1)/(2r^2)$ with real $\lambda>-1/2$, the regular wave starts as $(kr)^{\lambda+1}$. Then $|C|^2\propto k^{2\lambda+2}$, and

$$\sigma\propto k^{2\lambda-1}\propto E^{\lambda-1/2}.$$

The law $\sigma_l\propto E^{l-1/2}$ thus requires a tail that falls faster than $1/r^2$. A polar acid generator held at a fixed orientation has a dipole potential of just this inverse-square range. That potential also depends on angle and mixes values of $l$, so the central formula illustrates the change of exponent and does not give its size for a real molecule. It also has a limit: for a fixed point dipole above about $1.625$ debye, the lowest angular eigenvalue that replaces $\lambda(\lambda+1)$ falls below $-1/4$. No real $\lambda$ then exists, and this power law does not apply. A free molecule also rotates. If it starts in its rotational ground state and the electron energy is far below the rotational spacing, the dipole potential averages to zero to first order. What remains falls as $1/r^4$, and the exponent $l-1/2$ returns. This regime is very narrow. For a molecule of $300$ u with a radius of gyration of $3.5$ Å the rotational spacing is about $2\times10^{-6}$ eV, far below the thermal energy of $0.026$ eV at room temperature. The dipole also adds a very large polarizability, of order the squared dipole divided by that spacing. For an acid generator with a dipole of several debye the law is therefore not expected at the energies tabulated below. A positively charged onium cation attracts the electron through a still longer tail and is outside the law.

## Second derivation: a lossy boundary, and what each route assumes

The symbols are as follows. The electron has energy $E=k^2/2$ and orbital number $l$. The fragments have wave number $q$, which tends to $q_0=\sqrt{2Q}$ for an energy release $Q>0$. Beyond the radius $a$ the electron is free, with regular wave $F$, second solution $G$ and $H^\pm=G\pm iF$. These satisfy $F'G-FG'=k$, $F\to(kr)^{l+1}/(2l+1)!!$ and $G\to(2l-1)!!(kr)^{-l}$ at small $kr$. The outer wave is proportional to $H^--SH^+$, and the cross section is $\sigma_l=\pi(2l+1)(1-|S|^2)/k^2$. The first derivation gave

$$\sigma_l\to\frac{4\pi b_lk^{2l-1}}{[(2l-1)!!]^2},\qquad b_l=-\mathrm{Im}\,\beta_l,$$

where the outer wave at zero energy is $r^{l+1}-\beta_lr^{-l}$.

### Reflection from a lossy boundary

This time no fragment wave is calculated. All that happens inside $a$ is summarized by one complex number, the logarithmic derivative of the electron wave at the boundary:

$$f(E)=a\,\frac{u_1'(a)}{u_1(a)}=\rho-ig .$$

The electron flux through the sphere is $\mathrm{Im}(u_1^*u_1')=-g|u_1(a)|^2/a$. A positive $g$ means a net inward flux, which is loss. Two things are assumed: $f$ is continuous at $E=0$, and its limit $f_0=\rho_0-ig_0$ has $g_0>0$. For an exothermic process the second assumption says that the already open channel really drains the electron wave.

The outer wave must have the same logarithmic derivative:

$$a\,(H^{-\prime}-SH^{+\prime})=f\,(H^--SH^+)\quad\Rightarrow\quad S=\frac{aH^{-\prime}-fH^-}{aH^{+\prime}-fH^+}.$$

Separate the logarithmic derivative of the free outgoing wave into real and imaginary parts by multiplying above and below by $G-iF$:

$$a\frac{H^{+\prime}}{H^+}=a\,\frac{(G'+iF')(G-iF)}{F^2+G^2}=s+iP,$$

$$s=a\,\frac{GG'+FF'}{F^2+G^2},\qquad P=\frac{ka}{F^2+G^2}.$$

All functions are taken at $r=a$. The incoming wave is the complex conjugate and gives $s-iP$. Since $|H^-|=|H^+|$,

$$|S|^2=\frac{|s-iP-\rho+ig|^2}{|s+iP-\rho+ig|^2}=\frac{(s-\rho)^2+(g-P)^2}{(s-\rho)^2+(g+P)^2}.$$

Subtract this from one and use $(g+P)^2-(g-P)^2=4gP$:

$$1-|S|^2=\frac{4gP}{(s-\rho)^2+(g+P)^2}.$$

No small quantity has been neglected so far. The factor $P$ describes passage through the centrifugal barrier outside $a$, and $g$ describes loss inside. The expression cannot exceed one, because $4gP\le(g+P)^2$.

### Threshold behaviour

For $ka\ll1$, $G$ dominates $F$ in the sum of squares, so

$$P\to\frac{(ka)^{2l+1}}{[(2l-1)!!]^2}.$$

For $l\ge1$, $s\to aG'/G=-l$. For $l=0$, $F=\sin kr$ and $G=\cos kr$, so $GG'+FF'=0$ and $s=0$. Thus $s\to-l$ in every case. Since $P\to0$, the denominator tends to $(\rho_0+l)^2+g_0^2=|f_0+l|^2$, and

$$\sigma_l\to\frac{4\pi k^{2l-1}}{[(2l-1)!!]^2}\;\frac{(2l+1)\,g_0\,a^{2l+1}}{|f_0+l|^2}.$$

The energy dependence is again $k^{2l-1}\propto E^{l-1/2}$. Here it comes from the barrier factor $k^{2l+1}$ divided by $k^2$.

The coefficient must equal $b_l$. Put $w=a^{l+1}-\beta_la^{-l}$ for the zero-energy outer wave at the boundary. Then

$$f_0+l=\frac{(l+1)a^{l+1}+l\beta_la^{-l}+la^{l+1}-l\beta_la^{-l}}{w}=\frac{(2l+1)a^{l+1}}{w}.$$

Because $-\mathrm{Im}(1/w)=\mathrm{Im}\,w/|w|^2$ and $\mathrm{Im}\,w=b_la^{-l}$, the loss parameter is $g_0=(2l+1)\,a\,b_l/|w|^2$. Therefore

$$\frac{(2l+1)g_0a^{2l+1}}{|f_0+l|^2}=\frac{(2l+1)^2a^{2l+2}\,b_l/|w|^2}{(2l+1)^2a^{2l+2}/|w|^2}=b_l .$$

The boundary radius cancels, as it must, since it may be moved outward through free space.

### How wide the threshold region is

For fixed $\rho_0$, the coefficient varies with the loss as $g_0/[(\rho_0+l)^2+g_0^2]$. It rises while $g_0<|\rho_0+l|$ and falls beyond that point. A very strongly absorbing boundary reflects the slow wave before it can enter.

Since $g_0>0$, the denominator $|f_0+l|^2$ cannot vanish, and the law is reached at low enough energy. It can still be confined to a narrow range. Take $l=0$ with $|f_0|\ll1$, a nearly resonant wave with weak loss. In the interval $|f_0|\ll ka\ll1$, the change of $f$ with energy is of order $(ka)^2$ when $f$ varies smoothly on the scale set by $a$. It is then small compared with $P=ka$, and the denominator is close to $(ka)^2$. If the change of $g$ is also small compared with $g_0$ itself, then $1-|S|^2\approx4g_0/(ka)$ and

$$\sigma_0\approx\frac{4\pi g_0}{k^3a}\propto E^{-3/2}.$$

The exponent $-1/2$ returns below this interval. A measured slope can therefore differ from the threshold value although every assumption of the law holds.

The first correction for $l=0$ can be written with $\beta_0$. Up to terms of relative order $k^2$, the outer wave is proportional to $\sin(kr)/k-\beta_0\cos kr$, because the inner solution depends on $k$ through $E$. Its incoming part is $\tfrac i{2k}(1+ik\beta_0)e^{-ikr}$ and its outgoing part is $-\tfrac i{2k}(1-ik\beta_0)e^{ikr}$. So $S=(1-ik\beta_0)/(1+ik\beta_0)$. With $\beta_0=\beta_r-ib_0$,

$$1-|S|^2=\frac{(1+kb_0)^2-(1-kb_0)^2}{(1+kb_0)^2+k^2\beta_r^2}=\frac{4kb_0}{|1+ik\beta_0|^2}.$$

The simple law requires $k|\beta_0|\ll1$, and also that the omitted terms of relative order $k^2$ are small. The leading relative correction to $\sigma_0$ is $-2kb_0$, which falls as $\sqrt E$. For $l\ge1$ the outgoing term first enters at order $k^{2l+1}$, so the leading correction for a short-range potential is of order $k^2$, proportional to $E$.

### What each derivation assumes

Both routes assume a central interaction, one incident $l$, a target at rest and a free electron outside the range of the force. They differ in what must be known inside.

The first route needs the fragment equation, with real potentials and a definite $Q$. In return it shows why the zero-energy limit is finite: $q$ is smooth at $E=0$ because the fragments are already free to leave. It also gives $b_l$ as a fragment flux, which can be calculated, and it extends to a polarization tail, where no sharp boundary exists.

The second route needs no fragment wave. It applies equally to several open fragment channels, or to nuclear motion on a coordinate unrelated to $r$, provided that the electron wave at $a$ has one continuous logarithmic derivative with $g_0>0$. It assumes what the first route derives. It requires free motion beyond a finite radius, and it shows directly how a resonance can narrow the threshold region and how very strong loss lowers the coefficient.

Exothermicity enters both. If the fragment channel is closed, $q$ is imaginary and the fragment wave decays. No flux leaves, so $C$ contributes nothing to the balance, $g=0$ and $|S|=1$. At $Q=0$ the fragment flux has its own threshold at the same energy, and the assumption of a finite loss strength is lost.

### A worked case

The two-channel model is evaluated with round parameters that represent no particular molecule. All potentials are Gaussians of range $1.5$ Å. On the mass-scaled coordinate this range would be a real fragment separation of only about $0.005$ Å for a reduced mass of $50$ u, so the fragments here behave as if they had the electron mass, and the sizes of $b_l$ say nothing about real bond breaking. Both diagonal wells are $2$ eV deep, the coupling is $1$ eV and $Q=1$ eV. The waves are joined to free waves at $8$ Å, where the Gaussian factor is $e^{-(8/1.5)^2}$, about $4\times10^{-13}$.

The zero-energy solutions give $b_0=0.2936$ Å, $b_1=0.00937$ Å$^3$ and $b_2=0.00144$ Å$^5$. For $l=0$ the real part is $\beta_r=-1.429$ Å, so

$$|\beta_0|=\sqrt{1.429^2+0.2936^2}\ \text{Å}=1.459\ \text{Å}.$$

At $E=10^{-3}$ eV the numerical output gives $k|\beta_0|=0.02364$, hence $k=0.02364/1.459=0.01620$ Å$^{-1}$. The law predicts

$$\sigma_0=\frac{4\pi(0.2936)}{0.01620}\ \text{Å}^2\approx228\ \text{Å}^2 .$$

The cross section computed from the fragment amplitude at this energy is $225$ Å$^2$, or $804$ bohr$^2$, which is $1.1\%$ below the law. The correction just derived accounts for most of this. With $kb_0=0.00476$ and $k|\beta_r|=0.0232$, the denominator is $1.00476^2+0.0232^2=1.0101$, which lowers the prediction to about $225.5$ Å$^2$. The remaining difference is $0.13\%$ of the corrected value.

The large area does not mean that attachment is likely for each $s$-wave electron. The largest area allowed by flux conservation is $\pi/k^2\approx1.2\times10^4$ Å$^2$, so the loss probability is about $225/12000=0.019$. The area is large because the wavelength is long.

At the same energy $\sigma_1=0.00191$ Å$^2$ and $\sigma_2=8.55\times10^{-9}$ Å$^2$. The ratio $\sigma_1/\sigma_0$ is about $8\times10^{-6}$, so the $s$ wave dominates in this model. If symmetry forbids $s$-wave capture, the lowest allowed wave sets the slope.

The table gives the ratio of the computed cross section to the threshold law.

| $E$ (eV) | $l=0$ | $l=1$ | $l=2$ |
|---|---|---|---|
| $10^{-4}$ | 0.997 | 1.000 | 1.000 |
| $10^{-3}$ | 0.989 | 1.001 | 1.002 |
| $10^{-2}$ | 0.953 | 1.011 | 1.020 |
| $10^{-1}$ | 0.776 | 1.104 | 1.202 |

For $l=1$ and $l=2$ the deviation grows about tenfold for each tenfold rise in energy, as a correction proportional to $E$ should. For $l=0$ it is larger at low energy and grows more slowly there, in line with the $\sqrt E$ term. That term dominates only in the lowest rows: at $0.1$ eV, $2kb_0\approx0.095$ is less than half of the deviation $0.224$. At $0.1$ eV the simple law is already $29\%$ above the computed $s$-wave value, relative to that value. The signs for $l=1$ and $l=2$ belong to this model; the derivation fixes the power of the correction and not its sign.

The local exponents at $10^{-6}$ eV are $-0.5002$, $0.5000$ and $1.5000$ for $l=0,1,2$. The tests require these exponents to lie within $0.003$ of $l-1/2$, and the two forms of $b_l$ to agree within $0.1\%$. With a polarizability of $3$ Å$^3$, whose tail is smoothly cut off inside $3$ Å and followed out to $200$ Å, the exponents at $10^{-6}$ eV are $-0.5007$ for $l=0$ and $0.5000$ for $l=1$. At this energy $200$ Å corresponds to $kr\approx0.1$, so the tail is dropped well inside one wavelength; following it out to $kr\approx15$ moves the $l=0$ exponent by only about $10^{-5}$. An inverse-square term with $\lambda=-0.2$, here kept at all radii down to the origin rather than only as a tail, gives $-0.702$ at $10^{-10}$ eV, where the limit is $-0.7$. This is clearly different from $-0.5$.

The role of the energy release is tested at $E=0.5$ eV. With $Q=1$ eV the $s$-wave loss probability is $0.189$. With $Q=-1$ eV the fragment channel is closed, and the loss is zero within rounding.

These cross sections illustrate the law and do not predict the sensitivity of a resist. The model omits molecular vibration, rotation and anisotropy. In a solid film the electron also interacts with the surrounding material, and its energy and wave number need not obey $E=k^2/2$. The exponent $l-1/2$ has been derived for an isolated neutral target whose long-range force on the electron falls faster than $1/r^2$, which excludes a polar molecule above its rotational spacing, and its use in a film requires a separate argument that the electron moves freely over distances long compared with both the range of the attachment process and the electron wavelength. At $10^{-3}$ eV the free-space wavelength $2\pi/k$ is already about $388$ Å, so this is a severe condition.

## Table of computed values

```
Gaussian range 1.5 angstrom, match radius 8.0 angstrom
wells 2.0 eV, coupling 1.0 eV, Q 1.0 eV
l=0, E=1 eV: electron loss probability 0.169574
l=0, E=1 eV: fragment gain probability 0.169574
l=0: b = 0.29359 angstrom^1
l=0, E=1e-06 eV: exponent -0.50015, computed/law 0.99970
l=1: b = 0.0093735 angstrom^3
l=1, E=1e-06 eV: exponent 0.50000, computed/law 1.00000
l=2: b = 0.0014373 angstrom^5
l=2, E=1e-06 eV: exponent 1.50000, computed/law 1.00000
Cross sections in angstrom^2: l, E in eV, computed, law, ratio
0  1e-04  717.83  720.13  0.9968
0  1e-03  225.15  227.72  0.9887
0  1e-02  68.643  72.013  0.9532
0  1e-01  17.68  22.772  0.7764
1  1e-04  0.00060352  0.00060346  1.0001
1  1e-03  0.0019103  0.0019083  1.0011
1  1e-02  0.0060985  0.0060346  1.0106
1  1e-01  0.021059  0.019083  1.1036
2  1e-04  2.699e-10  2.6985e-10  1.0002
2  1e-03  8.55e-09  8.5333e-09  1.0020
2  1e-02  2.7514e-07  2.6985e-07  1.0196
2  1e-01  1.0255e-05  8.5333e-06  1.2017
l=0, E=1e-3 eV: converted value 804.04 bohr^2
l=0: real part of beta -1.4292 angstrom
l=0, E=1e-05 eV: k|beta| = 0.00236, computed/corrected law 0.99999
l=0, E=1e-03 eV: k|beta| = 0.02364, computed/corrected law 0.99868
Polarization tail: alpha 3.0 angstrom^3, inner cutoff 3.0 angstrom
Polarization run: match radius 200.0 angstrom
with tail, l=0, E=1e-06 eV: exponent -0.50074, computed/law 0.99855
with tail, l=1, E=1e-06 eV: exponent 0.50000, computed/law 1.00000
inverse-square tail: lambda -0.2, lambda(lambda+1) -0.160
inverse-square tail, E=1e-10 eV: exponent -0.70242
E=0.5 eV, Q=1.0 eV: loss probability 0.18947
E=0.5 eV, Q=-1.0 eV: loss magnitude 4.4e-16
```
